From Wigner heat transport to the Allen-Feldman conductivity of disordered solids

A thermal conductivity has the dimension of heat capacity per volume times length squared per time. In a harmonic solid with weak damping, the heat capacity belongs to vibrational modes s, and the squared length over time must be built from squared velocities multiplied by times. Velocity is a matrix V_ss' in the space of modes, so the natural form is

κ = (1/𝒱) Σ_s C_s D_s,  D_s ~ Σ_s' |V_ss'|² t_ss'.

Here 𝒱 is the volume and C_s the heat capacity of mode s. The time t_ss' can depend on the damping rates and on the frequency difference of the two modes. For s' = s there is no frequency difference, and t_ss is the lifetime, which diverges as damping vanishes. A conductivity that stays finite without damping needs another time. A disordered solid supplies one: the number of modes per unit angular frequency. It grows with the size of the sample while each |V_ss'|² shrinks, so their product can have a limit.

Symmetry restricts the diagonal part. At zero Bloch wavevector q the force-constant matrix is real, and so are its nondegenerate modes. The velocity matrix is Hermitian and imaginary in this real basis, hence antisymmetric, and V_ss = 0. Heat carried by such modes must come from pairs s ≠ s'. The derivation below fixes the times and the factors.

Take a solid made of repeated cells of volume 𝒱, with N_c cells and as many q. For a glass, one cell is a large disordered sample. Let u be the mass-weighted displacements, p their velocities, and D the mass-weighted force-constant matrix, with all eigenvalues positive. The harmonic energy is H = ½p·p + ½u·Du. With the positive square root Ω = √D, define

a = (Ω^{1/2}u + iΩ^{-1/2}p)/√(2ħ).

Since [u_i,p_j] = iħδ_ij, the two cross terms in [a_i,a_j†] each give δ_ij/2, so a and a† are boson operators. The equations u̇ = p and ṗ = −Du give

ȧ = (Ω^{1/2}p − iΩ^{3/2}u)/√(2ħ) = −iΩa.

Up to a constant, H = ħ Σ_ij a_i†Ω_ij a_j. The matrix N_ij = ⟨a_j†a_i⟩ holds mode occupations on its diagonal, in the mode basis, and coherences between modes off it. Differentiating both factors gives

∂N/∂t = −i(ΩN − NΩ) = −i[Ω,N].

To describe a slowly varying temperature, transform with phases that contain the full atomic positions R + r_i, where R labels the cell and r_i the place inside it:

a_i(q) = N_c^{-1/2} Σ_R a_{iR} exp[−iq·(R+r_i)].

A modulation of wavevector k couples q+k/2 to q−k/2. Its equation of motion is

∂N/∂t = −i[Ω(q+k/2)N − NΩ(q−k/2)].

Write V = ∂Ω/∂q and expand Ω(q±k/2) = Ω ± ½k·V + O(k²). The right side becomes

−i[Ω,N] − (i/2)k·(VN + NV) + O(k²).

Returning to position space with the factor exp(ik·R) turns ik into a gradient. A linear conductivity needs the first gradient, so the higher terms are dropped. With damping added, the Wigner transport equation is

∂N/∂t + i[Ω,N] + ½{V,·∇N} = −½{Γ, N − n̄(T)}.

Braces denote an anticommutator. In the mode basis Γ is diagonal, with entries Γ_s = 1/τ_s, the full linewidths, and n̄ contains the Bose occupations at the local temperature. This right side is the relaxation-time approximation: populations decay at Γ_s and coherences at

γ_ss' = (Γ_s + Γ_s')/2.

It leaves out the return of scattered phonons into other populations. It also assumes linewidths small compared with the frequencies themselves, though not compared with frequency differences.

The velocity matrix follows from Ω² = D. Differentiation gives VΩ + ΩV = ∂D/∂q. Between modes s and s' the left side is (ω_s' + ω_s)V_ss', so

V_ss' = (∂D/∂q)_ss'/(ω_s + ω_s').

For s = s' this is the group velocity ∂ω_s/∂q.

The choice of phases affects the off-diagonal velocities. If phases contained R alone, Ω would become UΩU†, with U diagonal and entries exp(iq·r_i). Differentiating this product yields U(V + i[r,Ω])U†, and the mode element changes to

V_ss' + i(ω_s' − ω_s)r_ss'.

The diagonal is unchanged, the coherences are not. With the positions included, each bond enters Ω through its own bond vector, and describing the same solid by a doubled cell merely folds the wavevectors. Folded modes from different original wavevectors have no velocity element between them, because Ω commutes with the original translations. The conductivity therefore does not depend on the size of the repeated cell. This property is needed when the cell is to grow without bound.

Now impose a steady temperature gradient along x and write N = n̄(T) + N¹. To first order the gradient acts on n̄, which is diagonal. With n'_s = ∂n̄_s/∂T, the ss' element of the transport equation reads

i(ω_s − ω_s')N¹_ss' + ½V_ss'(n'_s + n'_s')∂T/∂x = −γ_ss'N¹_ss'.

Hence, with Δ = ω_s − ω_s',

N¹_ss' = −½V_ss'(n'_s + n'_s')(∂T/∂x)/(γ_ss' + iΔ).

The heat flux follows from energy balance. The energy density is (ħ/(𝒱N_c)) Σ_q Tr(ΩN). The commutator does not change it, since Tr(Ω[Ω,N]) = 0. The gradient term changes it by minus the divergence of

J = (ħ/(𝒱N_c)) Σ_q ½Tr[(ΩV + VΩ)N].

Damping exchanges no net energy at this order: N¹_ss is odd in q while ω_s and Γ_s are even, so the contributions of q and −q cancel. For the same reason n̄ carries no flux. Inserting N¹ and using V_s's V_ss' = |V_ss'|² gives

κ = −J/(∂T/∂x) = (ħ/(𝒱N_c)) Σ_q Σ_ss' ¼(ω_s+ω_s')(n'_s+n'_s')|V_ss'|²/(γ_ss'+iΔ).

Interchanging s and s' reverses Δ and leaves every other factor alone. The average of 1/(γ+iΔ) and 1/(γ−iΔ) is γ/(Δ²+γ²). Since C_s = ħω_s n'_s, the result is

κ = (1/(𝒱N_c)) Σ_q Σ_ss' [(ω_s+ω_s')/4][C_s/ω_s + C_s'/ω_s'] |V_ss'|² γ_ss'/(Δ²+γ_ss'²).

The terms s = s' reduce to C_s V_ss²/Γ_s, the usual phonon-gas conductivity. The terms s ≠ s' are the coherence conductivity: heat moves through the overlap of two damped modes.

In an ordered crystal with well separated branches, |Δ| ≫ γ, the time in a coherence term is about γ/Δ², while that of a population is 1/Γ. Coherences then fade as damping vanishes and the phonon gas remains. At fixed Δ the coherence time γ/(Δ²+γ²) is largest at γ = |Δ|, where it equals 1/(2|Δ|). Stronger damping therefore first assists this channel and then suppresses it.

For the disordered solid, consider one large cell at one generic q, so that N_c = 1 in the sum. Collect the couplings of mode s by frequency:

F_s(ν) = Σ_{s'≠s} |V_ss'|² δ(ω_s' − ω_s − ν).

In a finite cell F_s is a set of spikes with mean spacing δ. When δ ≪ γ, the Lorentzian covers many spikes and the sum can be replaced by an integral over a smooth F_s. This is the first limit, cell size to infinity at fixed linewidth. The second is γ → 0. Then

∫ F_s(ν) γ/(ν²+γ²) dν → πF_s(0),

because the Lorentzian has area π and shrinks onto ν = 0. At ν = 0 the prefactor becomes (2ω_s/4)(2C_s/ω_s) = C_s. The coherence part has become

κ = (1/𝒱) Σ_s C_s D_s,  D_s = π Σ_{s'≠s} |V_ss'|² δ(ω_s − ω_s').

This is the Allen-Feldman formula for one axis; an isotropic solid allows |V_ss'|² to be averaged over three axes. Allen and Feldman's velocity has 2√(ω_sω_s') in place of ω_s+ω_s'. The ratio of the squared velocities is

(ω_s+ω_s')²/(4ω_sω_s') = 1 + Δ²/(4ω_sω_s'),

which is 1 where the delta function acts. A localized mode fits the same formula: its partners at nearby frequency sit far away in space, F_s(0) vanishes, and so does D_s.

The populations must still be shown to drop out. If N modes share a bandwidth, δ scales as 1/N. The formula for D_s says that a typical squared velocity between neighbouring modes is

|V_ss'|² ≈ D_sδ/π.

Assume that at generic q the diagonal element has the same order, as expected for modes that look random on the scale of the cell. The population part of the diffusivity is then V_ss²/Γ ≈ D_sδ/(πΓ), a fraction δ/(πΓ) of the total. It vanishes when the cell grows first.

The opposite order of limits gives a different answer. In a fixed cell without degeneracies, Γ → 0 leaves each coherence term proportional to Γ and each population term to 1/Γ. A periodically repeated sample is, after all, a crystal with a huge cell, and a harmonic crystal conducts ballistically.

How small must γ be? Suppose the couplings have the simple shape F_s(ν) = F_s(0)/(1+ν²τ²), where τ is the time in which disorder alone makes the velocity forget its value. Then πF_s(0) = D_s, and F_s(ν) is the cosine transform of a velocity correlation (D_s/τ)exp(−t/τ). The Lorentzian multiplies this correlation by exp(−γt), so

D_s(γ) = (D_s/τ) ∫₀^∞ exp(−γt − t/τ) dt = D_s/(1+γτ).

The useful window is therefore δ ≪ γ ≪ 1/τ.

A numerical case can be built from round parameters. Take a simple cubic lattice with spacing 0.3 nm, one displacement per site, mass 10⁻²⁵ kg and neighbour springs of 10 N/m. Each site is also tied to its own place by a spring drawn uniformly between 20 and 100 N/m, which supplies the disorder. The temperature is 100 K. Three cells of 1000 sites were diagonalized, each at one generic wavevector, and the squared velocities averaged over the axes. The frequencies run from 22.0 to 43.9 rad/ps. In the middle half of the spectrum the mean spacing is δ = 0.0154 rad/ps.

With the same linewidth Γ for all modes, the conductivities in mW/(m K) are:

Γ = 4 ps⁻¹: populations 0.06, coherences 18.9, total 19.0
Γ = 1 ps⁻¹: populations 0.23, coherences 28.6, total 28.8
Γ = 0.5 ps⁻¹: populations 0.46, coherences 30.3, total 30.7
Γ = 0.1 ps⁻¹: populations 2.3, coherences 28.7, total 31.0
Γ = 0.01 ps⁻¹: populations 23, coherences 16.5, total 39.5
Γ = 10⁻⁴ ps⁻¹: populations 2300, coherences 0.30, total 2300

Three regimes are visible. At the top, damping is about as fast as the loss of velocity memory through disorder, and shortens that memory further. Between 0.5 and 0.1 ps⁻¹ the total is nearly flat. Below that, the linewidth resolves single levels and the finite cell behaves as a crystal: coherences die and populations diverge.

The upper rows give a rough scale for the disorder time. From D/(1+γτ), 1/κ should be linear in Γ. The rows at 0.5 and 1 ps⁻¹ give

1/30.71 = 0.03256,  1/28.81 = 0.03471,

in m K/mW. The slope is 0.0043 per ps⁻¹ and the intercept 0.0304, so τ ≈ 0.0043/0.0304 ≈ 0.14 ps. At 2 ps⁻¹ the total is 24.8 mW/(m K), and the pair at 2 and 4 ps⁻¹ gives about 0.23 ps instead. The loss of velocity memory is thus not a single exponential, and neither number is a true decay time. The first is pulled down because the total levels off below 1 ps⁻¹ instead of rising as D/(1+γτ). The velocity correlation of such cells falls to 1/e of its initial value in about 0.3 ps. All these estimates put 1/τ at several ps⁻¹, well above the flat region.

A straight-line extrapolation of the totals at 1 and 0.5 ps⁻¹ to zero width gives

2 × 30.71 − 28.81 = 32.6 mW/(m K).

For the same cells, the Allen-Feldman sum was evaluated with the delta function replaced by a rectangle of full width 1 rad/ps and unit area. It gives 31.5 mW/(m K). The extrapolated Wigner value is 3.6 % higher. The flat part of the sweep, near 31, lies below the extrapolation: the totals do not continue along the straight line, which therefore overshoots. The sum also depends on the width of the rectangle: a narrower one gives a lower value, in part because the omitted term s' = s weighs more in a narrow window, and in part because F_s(ν) in this model dips near ν = 0 instead of peaking there as the simple shape assumes. These cells therefore fix the harmonic conductivity only to about 10 %, near 31 mW/(m K). Letting the linewidth grow as ω², with mean 0.5 ps⁻¹, leaves the total at 30.7: in this window the distribution of damping among modes hardly matters.

The population share at Γ = 0.5 ps⁻¹ can be compared with the estimate δ/(πΓ) = 0.0154/(π × 0.5) ≈ 1.0 %. The computed share is 1.5 %, of the same order. For cells of 125 sites, with the same Bloch phases across the cell and the same linewidth, it is 13 %. The ratio of about 9 is close to the factor 8 in the number of sites, as the 1/N argument requires.

The phase convention changes the computed conductivity. Take one 27-site cell of this model, with Γ = 1 ps⁻¹, heat flowing along x and only two wavevectors in the sum. Phases containing the positions give 25.9 mW/(m K). The doubled cell, in which both wavevectors fold onto one, gives the same. Phases made from cell vectors alone give 33.2. A full sum over q would shift these values; the comparison shows only the effect of the convention.

The diffusivity can also be found without modes or linewidths. At high temperature C_s = k_B for every mode, so

κ𝒱/(k_BN) = (1/N) Σ_s D_s = D̄.

Harmonic motion conserves the energy at each frequency. A long-wave energy grating cos(kx) in mode group s therefore decays as exp(−D_sk²t), and with equal energy in all modes the initial diffusive decay rate is D̄k².

Such a grating was followed by integrating Newton's equations on 32 × 14 × 14 sites with newly drawn springs. The displacements started at zero and the velocities had random signs and squared size proportional to 1+cos(kx). The period was 9.6 nm, so k = 2π/9.6 = 0.654 nm⁻¹. Between 2 and 8 ps the contrast fell from 0.912 to 0.705. A fit over this interval gives a rate of 0.0427 ps⁻¹, and

D̄ = 0.0427/0.654² ≈ 0.100 nm²/ps = 0.100 mm²/s.

The Wigner sum at high temperature, extrapolated to zero width as before, gives 0.107 mm²/s. The grating value is 7 % lower. The spread of D_s acts in this direction: the instantaneous rate is k² times the mean of D_s weighted by exp(−D_sk²t), and this falls with time as the faster modes lose their contrast first. That effect is small here: D varies with frequency by about 17 % and D̄k²t stays below 0.4, so the fitted rate drops by less than 1 %. Most of the gap comes from the straight-line extrapolation, which lies about 5 % above the flat part of the sweep. In the flat part the high-temperature Wigner sum is close to 0.10 mm²/s, in agreement with the grating.

The diffusivity explains the size of κ. At the middle of the band the squared frequency is (60+60)/10⁻²⁵ s⁻², so ω = 34.6 rad/ps and ħω/(k_BT) = 2.65. The heat capacity is then (1.32/sinh 1.32)² ≈ 0.58 k_B per site. With k_B/a³ = 5.11×10⁵ J/(m³ K), where a is the spacing,

κ ≈ 0.58 × 5.11×10⁵ × 1.07×10⁻⁷ ≈ 0.032 W/(m K),

in agreement with the sum over modes.

Common oxide glasses conduct roughly 1 W/(m K) at room temperature, some thirty times the value of the model at 100 K. The mass and spacing of the model are of atomic size, but its on-site springs are far from typical: a free glass has none. The model also has one displacement component instead of three; three independent copies would raise its value to about 0.1 W/(m K). Real glasses also carry sound, which the on-site springs remove here. How much restoring it would add depends on the elastic constants and on sound damping, which this model does not contain.

Sound also limits the theorem. In an unpinned three-dimensional glass, the density of long-wave modes grows as ω². If static disorder scatters them at the Rayleigh rate Aω⁴, then D ~ v²/(Aω⁴), with v the speed of sound, and the purely harmonic sum contains ∫ω²ω⁻⁴dω, which diverges at low frequency. Let anharmonic damping add a rate bω². At high temperature the long-wave contribution is then proportional to

∫₀^∞ ω²/(bω²+Aω⁴) dω = ∫₀^∞ dω/(b+Aω²) = π/(2√(bA)).

It grows as b^{-1/2} when the damping coefficient b vanishes. For such a solid the Allen-Feldman limit holds for D at fixed nonzero frequency, while the total conductivity has no finite harmonic value. The long waves must then be treated as damped sound, with their linewidths kept.
